# One temperature or two for ions drifting with charge exchange?

**Question**

I am modelling positive ions that drift through their own parent gas in a uniform electric field. The gas is at 300 K and 0.1 Torr, the field is 10 V/cm, and the drift length is 5 cm. The dominant collision is resonant charge exchange, which I treat as having a constant frequency.

My fluid code wants one ion temperature. I take the mean kinetic energy of the ions, subtract the energy of the drift, and set the rest equal to \(\tfrac32 kT\). I then use this \(T\) for everything, including the sideways spread of the ion swarm. Is that legitimate? If not, what are the ion temperatures along and across the field, and how large is the error for my numbers?

**Answer**

Your recipe gets the total random energy right, but it divides that energy equally among three directions, and charge exchange does not. The velocity distribution can be found in closed form, so the division can be calculated.

**Assumptions and definitions**

The ions are singly charged with mass \(M\), and the field \(E\) points along \(z\). The acceleration is \(a=eE/M\). In a charge exchange an electron jumps from a gas atom to the ion, and the two nuclei keep their velocities. The new ion therefore starts with the velocity of a gas atom. I assume that this happens at a frequency \(\nu\) independent of the ion velocity, that there are no other collisions, and that the ion density is low enough for ion–ion collisions and space charge to be ignored.

With \(v_d=\langle v_z\rangle\), define a temperature for each direction from the velocity variance:

\[
kT_L=M\left(\langle v_z^2\rangle-v_d^2\right),\qquad kT_T=M\langle v_x^2\rangle=M\langle v_y^2\rangle .
\]

These are measures of spread. They do not imply that the distribution is Maxwellian.

**Gas at rest**

Pick an ion at a random moment in the steady state. The probability that it has had no exchange during the preceding time \(t\) is \(e^{-\nu t}\), so the time since its last exchange has the density \(\nu e^{-\nu t}\). It started from rest, so now \(v_z=at\) and \(v_x=v_y=0\). Changing variable from \(t\) to \(v_z\), with \(dt=dv_z/a\), gives

\[
f(v_z)=\frac{\nu}{a}\,e^{-\nu v_z/a}=\frac{1}{v_d}\,e^{-v_z/v_d}\quad (v_z>0),\qquad v_d=\frac{a}{\nu}=\frac{eE}{M\nu}.
\]

There are no ions with \(v_z<0\). The mean of this exponential is \(v_d\), as the notation requires.

The kinetic equation confirms the result. For \(v_z>0\), acceleration carries ions up the velocity axis and exchange removes them, so \(a\,df/dv_z=-\nu f\). The exponential satisfies this because \(a/v_d=\nu\). At \(v_z=0\), new ions enter at the rate \(\nu\) per ion, and the flow away from zero is \(af(0^+)=a/v_d=\nu\), which matches.

The second moment is

\[
\langle v_z^2\rangle=\int_0^\infty \frac{v^2}{v_d}\,e^{-v/v_d}\,dv=2v_d^2 ,
\]

and subtracting \(v_d^2\) leaves a variance of \(v_d^2\). Hence

\[
kT_L=Mv_d^2,\qquad kT_T=0 .
\]

The longitudinal spread comes from the random age of the ions: some have just been created at rest, while others have been accelerating for several mean collision times. Nothing similar happens sideways. The field has no transverse component, and an exchange replaces the forward velocity instead of turning it into another direction.

The quantity \(Mv_d^2\) is \(kT_L\), which is not the same as the mean random energy. One direction of motion carries a mean random energy of \(\tfrac12kT_L=\tfrac12Mv_d^2\). The drift carries another \(\tfrac12Mv_d^2\), so the mean total energy is \(Mv_d^2\). The energy balance gives the same total: the field supplies power \(eEv_d\) per ion, and exchange removes \(\nu\,\tfrac12M\langle v^2\rangle\). Equating them gives \(\langle v^2\rangle=2av_d/\nu=2v_d^2\).

**Gas at temperature \(T_g\)**

A new ion now starts with a gas velocity \(\mathbf w\), whose components have zero mean and variance \(kT_g/M\). At a later time \(t\),

\[
v_z=w_z+at,\qquad v_x=w_x .
\]

Because \(\nu\) is constant, \(t\) is independent of \(\mathbf w\), and the variances add:

\[
kT_L=kT_g+Mv_d^2,\qquad kT_T=kT_g .
\]

The drift speed is still \(a/\nu\). The transverse temperature is thus zero only in the cold-gas limit; in a real gas it is the gas temperature. If \(Mv_d^2\ll kT_g\), the two temperatures nearly coincide and a single one is adequate.

**What your scalar temperature represents**

Your recipe averages over the three directions:

\[
kT_s=\frac{kT_L+2kT_T}{3}=kT_g+\frac{Mv_d^2}{3}.
\]

It is safe for the total energy, but not for the pressure tensor, for diffusion, or for the shape of the distribution. In cold gas, a Maxwellian drifting at \(v_d\) with this temperature has standard deviation \(v_d/\sqrt3\). It puts 4.16 % of the ions in backward motion, where the true fraction is zero. It puts 0.027 % above \(3v_d\), where the true fraction is \(e^{-3}=4.98\ \%\). These figures are for cold gas. In your 300 K gas the exponential is convolved with the gas Maxwellian, and the backward comparison reverses: 10.9 % of the ions truly move backward against 6.7 % for the Maxwellian at \(T_s\). The fast tail stays badly underestimated, 5.3 % above \(3v_d\) against 0.14 %. A rate that depends on fast ions could therefore be badly wrong even though the mean energy is right.

**Diffusion shows the difference**

Let \(\delta v_i\) be the deviation of a velocity component from its mean. Averaged over the later collisions of an ion with known initial velocity, the velocity obeys

\[
\frac{d\bar v_z}{dt}=a-\nu\bar v_z,\qquad \frac{d\bar v_x}{dt}=-\nu\bar v_x ,
\]

since each exchange replaces the old velocity by one of zero mean. The deviation from the steady value thus decays as \(e^{-\nu t}\), and \(\langle\delta v_i(0)\,\delta v_i(t)\rangle=\langle\delta v_i^2\rangle e^{-\nu t}\). The diffusion coefficient is the time integral of this correlation:

\[
D_i=\int_0^\infty\langle\delta v_i^2\rangle e^{-\nu t}\,dt=\frac{\langle\delta v_i^2\rangle}{\nu},
\qquad D_L=\frac{kT_L}{M\nu},\quad D_T=\frac{kT_T}{M\nu}.
\]

After many collision times the position variance along each direction is \(2D_it\). At the mean transit time \(t=\ell/v_d\) for a length \(\ell\), using \(M\nu v_d=eE\),

\[
s_i^2=\frac{2kT_i}{M\nu}\,\frac{\ell}{v_d}=\frac{2kT_i\,\ell}{eE}.
\]

The sideways spread therefore measures \(T_T\), not \(T_s\).

**Your numbers**

I take round model values: ion and atom mass 40 u, and an exchange rate coefficient of \(1.0\times10^{-9}\ \mathrm{cm^3/s}\). At 0.1 Torr and 300 K the gas density is \(3.219\times10^{15}\ \mathrm{cm^{-3}}\), so \(\nu=3.219\times10^{6}\ \mathrm{s^{-1}}\). Then \(v_d=eE/(M\nu)=749\) m/s and

\[
Mv_d^2=0.233\ \mathrm{eV},\qquad \frac{Mv_d^2}{k}=2702\ \mathrm{K}.
\]

The temperatures follow:

\[
T_L=300+2702\approx3000\ \mathrm{K},\qquad T_T=300\ \mathrm{K},\qquad T_s=300+\frac{2702}{3}\approx1200\ \mathrm{K}.
\]

Neither the longitudinal nor the transverse temperature is close to 1200 K. Your scalar is four times too high across the field and 2.5 times too low along it.

For the spread, \(\ell/(eE)=5\ \mathrm{cm}/(10\ \mathrm{eV/cm})=0.5\ \mathrm{cm^2/eV}\). With \(kT_g=0.0259\) eV,

\[
s_x=\sqrt{2\times0.0259\times0.5}\ \mathrm{cm}=0.161\ \mathrm{cm}=1.61\ \mathrm{mm}.
\]

Using \(T_s\) gives 3.22 mm, twice as much. Along the field the true spread is 5.09 mm, and \(T_s\) again gives 3.22 mm.

The steady state is justified here. An ion makes about 215 exchanges in transit, and the fraction that still remembers its initial velocity falls as \(e^{-\nu t}\).

**What does heat the ions sideways**

At constant collision frequency, transverse heating needs collisions that deflect. Add elastic scattering at the constant frequency \(r\nu\), isotropic in the centre-of-mass frame, with equal masses. First let the gas be at rest. The centre of mass moves at \(\mathbf v/2\), and the ion leaves with

\[
\mathbf v'=\frac{\mathbf v}{2}+\frac{|\mathbf v|}{2}\,\mathbf n ,
\]

where \(\mathbf n\) is a random unit vector. Since \(\langle n_i\rangle=0\) and \(\langle n_i^2\rangle=\tfrac13\), averaging over \(\mathbf n\) gives \(\langle v_i'\rangle=v_i/2\) and \(\langle v_i'^2\rangle=v_i^2/4+v^2/12\).

Each scattering removes half the momentum on average, so the momentum balance is

\[
a=\nu v_d+\frac{r\nu v_d}{2}
\quad\Rightarrow\quad v_d=\frac{eE}{M\nu(1+r/2)} .
\]

The balances of the second moments, field gain on the left and collisional loss on the right, are

\[
2av_d=\nu\langle v_z^2\rangle+r\nu\left(\tfrac34\langle v_z^2\rangle-\tfrac1{12}\langle v^2\rangle\right),
\]
\[
0=\nu\langle v_x^2\rangle+r\nu\left(\tfrac34\langle v_x^2\rangle-\tfrac1{12}\langle v^2\rangle\right).
\]

Add the first equation to twice the second. The elastic coefficient becomes \(\tfrac34-\tfrac3{12}=\tfrac12\), so \(2av_d=\nu(1+r/2)\langle v^2\rangle\). With \(a=\nu(1+r/2)v_d\) this gives \(\langle v^2\rangle=2v_d^2\) for every \(r\). The second equation then reads \((1+\tfrac34r)\langle v_x^2\rangle=\tfrac16rv_d^2\), or

\[
\langle v_x^2\rangle=\frac{r}{6+4.5r}\,v_d^2 .
\]

The longitudinal variance is \(\langle v^2\rangle-2\langle v_x^2\rangle-v_d^2=v_d^2-2\langle v_x^2\rangle\).

Warm gas again adds \(kT_g/M\) to each variance. To see this, write \(\langle v_i^2\rangle=kT_g/M+u_i\). With a moving partner, \(\langle v_i'^2\rangle=\tfrac14\langle v_i^2+w_i^2\rangle+\tfrac1{12}\langle|\mathbf v-\mathbf w|^2\rangle\), because at constant frequency \(\mathbf w\) is independent of \(\mathbf v\). The terms in \(kT_g/M\) add up to \(\tfrac14+\tfrac14+\tfrac1{12}(3+3)=1\), the same as before the collision, so they drop out of the balance. The \(u_i\) obey the cold-gas equations. Therefore

\[
kT_T=kT_g+\frac{r}{6+4.5r}Mv_d^2,\qquad
kT_L=kT_g+\left(1-\frac{2r}{6+4.5r}\right)Mv_d^2 .
\]

For \(r=0\) the earlier result returns. For elastic scattering alone, \(r\to\infty\), the shares of \(Mv_d^2\) are \(\tfrac59\) along and \(\tfrac29\) across the field. A particle simulation of that case in cold gas gave 0.555 and 0.222.

At a given drift speed the sum \(T_L+2T_T\) does not depend on \(r\). Two gases with the same \(v_d\), \(M\) and \(T_g\) can thus have the same scalar temperature and different transverse temperatures, so \(T_s\) cannot be converted into \(T_T\) without knowing the collision types.

**If the cross section is constant instead**

Let the exchange frequency be \(v/\lambda\), with a fixed mean free path \(\lambda\) and gas at rest. For \(v_z>0\) the kinetic equation becomes \(a\,df/dv_z=-(v_z/\lambda)f\), with the solution

\[
f(v_z)=\sqrt{\frac{2}{\pi a\lambda}}\;e^{-v_z^2/(2a\lambda)} .
\]

This half-Gaussian has \(v_d=\sqrt{2a\lambda/\pi}\) and \(\langle v_z^2\rangle=a\lambda=\tfrac{\pi}{2}v_d^2\). Hence

\[
kT_L=\left(\frac{\pi}{2}-1\right)Mv_d^2\approx0.571\,Mv_d^2,\qquad kT_T=0 .
\]

Fast ions now collide sooner, which trims the tail. The coefficient 1 in \(kT_L=Mv_d^2\) belongs to constant frequency. The zero transverse temperature does not, because ions are still created at rest and pushed in one direction.

**How this compares with a real drift tube**

Your conditions resemble a short, low-pressure drift tube used to obtain ion transport data for plasma models. The parameters are rough, not those of a specific gas. The reduced field, 311 Td, is high enough for strong ion heating, and the 50 V across the tube lies below the breakdown voltage, whose minimum is of order 100 V for an argon-like gas with ordinary metal electrodes and depends on gas and cathode. Real ions break the constant-frequency assumption. With a constant cross section of \(8.2\times10^{-15}\ \mathrm{cm^2}\), chosen to match \(\nu\) at the rms relative speed, and the same field and gas, simulation gives \(v_d=665\) m/s, \(T_L\approx1760\) K and \(T_T\approx303\) K. The longitudinal value falls by about 40 %, while the transverse one stays near the gas temperature. Strict equality with \(T_g\) is no longer guaranteed, since the collision frequency now depends on the transverse velocities too. The spread formula derived above also needs care. With this constant cross section it still works across the field to within a few per cent, but along the field \(D_L\) is only about half of \(kT_Lv_d/(eE)\). For real ions, therefore, take \(D_L\) from measured or simulated transport data instead of computing it from \(T_L\).

Real ions are also scattered elastically. As an illustration, keep the field and exchange frequency fixed and add isotropic scattering that is equally frequent, \(r=1\). The drift speed drops to 500 m/s, \(T_L\) to about 1270 K, and \(T_T\) rises to about 410 K. The anisotropy is weaker but still large. The scalar temperature is now about 700 K, 1.7 times \(T_T\) instead of four times, so it overestimates the sideways spread by a factor of 1.3 instead of 2. The factors of four and two hold for pure charge exchange only. I have not combined the two corrections, so neither set of values is a prediction for a particular gas.

**Where not to use these formulas**

The field must be nearly uniform over the mean flight \(v_d/\nu\), which is 0.23 mm here. Multiplying by \(eE\) gives \(eEv_d/\nu=Mv_d^2\), so the condition can also be stated as an energy: the potential energy drop over the distance on which the field changes must be much larger than \(Mv_d^2\). The field must also be nearly uniform over the thermal flight \(\sqrt{kT_g/M}/\nu\). That is only 0.08 mm here, but in a weak field, where \(kT_g>Mv_d^2\), it is the stricter requirement. A sheath that ions cross with few or no exchanges violates the uniform-field requirement, and there the distribution must be followed through the actual field.

For your fluid model in the uniform drift region, carry \(T_L\) and \(T_T\) separately. If the code accepts one number only, use \(T_s\) for the energy balance, and give the diffusion coefficients their own values. The numerical output below lists the remaining values and checks.

## Numbers as computed

```
INPUTS
ion and atom mass: 40 u
pressure: 0.1 Torr
gas temperature: 300 K
field: 10 V/cm
tube length: 5 cm
exchange rate coefficient: 1.0e-09 cm3/s
DRIFT
gas density: 3.219e+15 cm^-3
reduced field E/N: 311 Td
exchange frequency: 3.219e+06 s^-1
drift speed v_d: 749.4 m/s
mean flight v_d/nu: 0.233 mm
transit time: 66.7 us
exchanges per transit: 215
tube voltage: 50 V
TEMPERATURES
M v_d^2: 0.2328 eV
M v_d^2 / k: 2702 K
directed energy M v_d^2/2: 0.1164 eV
k T_g: 0.0259 eV
k T_g/(M v_d^2): 0.1110
longitudinal T_L: 3002 K
transverse T_T: 300 K
scalar T_s: 1201 K
SWARM SPREAD (rms, at mean transit time)
sideways, true: 1.61 mm
sideways, from T_s: 3.22 mm
along field, true: 5.09 mm
along field, from T_s: 3.22 mm
COLD GAS: TRUE LAW AND SCALAR MAXWELLIAN
finite-volume mean/v_d: 1.0001
finite-volume variance/v_d^2: 1.0001
ions above 3 v_d, finite volume: 4.98 %
ions above 3 v_d, exp(-3): 4.98 %
same, Maxwellian at T_s: 0.027 %
backward, Maxwellian at T_s: 4.16 %
SIMULATION: (T-T_g) over M v_d^2: L, T, trace
theta 0.000, elastic fraction 0.0: 0.998, 0.000, 0.998
theta 0.111, elastic fraction 0.0: 1.001, -0.000, 1.001
theta 0.300, elastic fraction 0.5: 0.810, 0.095, 1.001
theta 0.000, elastic fraction 1.0: 0.555, 0.222, 0.999
D_L simulated/formula: 1.008
D_T simulated/formula: 0.999
NEGLECTED 1: elastic as frequent as exchange
drift speed: 499.6 m/s
T_L: 1272 K
T_T: 414 K
NEGLECTED 2: constant cross section
cold gas k T_L/(M v_d^2), simulated: 0.569
cold gas, pi/2 - 1: 0.571
matched cross section: 8.17e-15 cm2
warm gas drift speed: 665 m/s
warm gas T_L: 1756 K
warm gas T_T: 303 K
```
